# A one-electron ground state with a node: repulsive s-channel pseudopotentials: a numerical check

```python
# Result under test: H = -hbar^2 lap/2m - e^2/(4 pi eps0 r) + dV(r) P0, P0 = spherical average,
# dV = g hbar^2/(2 m r^2), lam(lam+1) = g.  E_s = -Eh/(2 (nr+lam+1)^2), E_2p = -Eh/8, so the
# ground state is p (nodal) for g > 2.  The kernel G of exp(-tH/hbar) goes negative for any g > 0.
# Also tested: a bounded s barrier (V0, R), E[|2p|] = Eh(-1/8+g/32), T-move and locality
# Hamiltonians.  x = cos(theta).  Numerics use a0, Eh, hbar/Eh as units; output is SI.
import numpy as np, sympy as sy, scipy.sparse as sp
from scipy import constants as C
from scipy.linalg import eigh_tridiagonal
from scipy.sparse.linalg import eigsh
from scipy.special import hyp1f1, eval_legendre
from scipy.optimize import brentq

a0 = 4*np.pi*C.epsilon_0*C.hbar**2/(C.m_e*C.e**2)
Eh = C.hbar**2/(C.m_e*a0**2); t0 = C.hbar/Eh
assert abs(Eh/C.physical_constants['Hartree energy'][0]-1) < 1e-8
def show(label, E, ev=False):
    print(f"{label} = {E*Eh:.4e} J" + (f" = {E*Eh/C.e:.4f} eV" if ev else ""))
lam = lambda g: (-1+np.sqrt(1+4*g))/2
level = lambda g, nr=0: -0.5/(nr+lam(g)+1)**2
g, E2p = 3.75, -0.125

# symbolic substitution into the radial equation, constants kept
r_, L_, hb, m_, k_ = sy.symbols('r L hbar m k', positive=True)   # k = e^2/(4 pi eps0)
a_ = hb**2/(m_*k_); E_ = hb**2/(m_*a_**2)
res = lambda u, c, E: sy.simplify((-hb**2/(2*m_)*sy.diff(u, r_, 2) + c*hb**2/(2*m_*r_**2)*u - k_/r_*u - E*u)/u)
assert res(r_**(L_+1)*sy.exp(-r_/((L_+1)*a_)), L_*(L_+1), -E_/(2*(L_+1)**2)) == 0
assert res(r_*(2*a_-r_)*sy.exp(-r_/(2*a_)), 0, -E_/8) == 0

def radial(V, h=0.01, rmax=80.0, r0=0.0, n=1):
    r = r0 + h*np.arange(1, int(round((rmax-r0)/h)))
    kw = dict(select='i', select_range=(0, n-1)) if n else {}
    E, v = eigh_tridiagonal(1/h**2 + V(r), -0.5/h**2*np.ones(len(r)-1), **kw)
    return r, E, v
cou = lambda c: (lambda r: c/(2*r**2) - 1/r)
for c in (0.0, 1.0, 2.0, g, 6.0):
    E = radial(cou(c), n=2)[1]
    assert np.allclose(E, [level(c), level(c, 1)], rtol=3e-4)
r, Ep, up = radial(cou(2.0)); rm2 = np.sum(up[:, 0]**2/r**2)
assert abs(Ep[0]-E2p) < 1e-5 and abs(rm2-1/12) < 1e-5
gc = brentq(lambda c: level(c)-Ep[0], 0.5, 6); assert abs(gc-2) < 1e-3

# bounded s barrier
def barrier(V0, R):
    return radial(lambda r: -1/r + V0*np.where(abs(r-R) < 1e-9, 0.5, r < R))[1][0]
def mismatch(V0, R):
    k = np.sqrt(2*V0+0.25); a = 1-1/k; z = 2*k*R
    return 1/R-k+k*a*hyp1f1(a+1, 3, z)/hyp1f1(a, 2, z) - (1/R-1/(2-R)-0.5)
Vc = brentq(mismatch, 0.4, 5, args=(3.0,))
assert abs(brentq(lambda V: barrier(V, 3.0)-E2p, 0.4, 5)/Vc-1) < 1e-3
wall = {R: radial(cou(0.0), r0=R)[1][0] for R in (1.5, 2.0, 3.0)}
assert abs(wall[2.0]-E2p) < 1e-5 and barrier(1e3, 1.5) < wall[1.5] < E2p < wall[3.0]

# propagator at |r| = |r'| = rk from partial waves
rk, tk = 2.0, 0.5
def gl(V, t, h=0.025, rmax=8.0):
    r, E, v = radial(V, h, rmax, n=0); i = np.argmin(abs(r-rk))
    return np.sum(np.exp(-t*E)*v[i]**2)/h
ls = np.arange(36)
kern = lambda c, gam: np.sum((2*ls+1)*eval_legendre(ls, np.cos(gam))*c)/(4*np.pi*rk**2)
free = np.array([gl(lambda r: l*(l+1)/(2*r**2), tk) for l in ls])
for gam, tol in ((0, 5e-3), (np.pi/3, 5e-3), (np.pi, 0.2)):   # lattice error grows in the far tail
    gauss = (2*np.pi*tk)**-1.5*np.exp(-(2*rk*np.sin(gam/2))**2/(2*tk))
    assert abs(kern(free, gam)/gauss-1) < tol
loc = np.array([gl(cou(l*(l+1)), tk) for l in ls])
def semi(c):
    w = loc.copy(); w[0] = gl(cou(c), tk); return w
gams = np.linspace(0, np.pi, 61); sg, sw = semi(g), semi(0.5)
assert min(kern(loc, y) for y in gams) > 0 and min(kern(semi(-0.2), y) for y in gams[::10]) > 0
assert kern(sg, np.pi) < 0 and kern(sw, np.pi) < 0 and kern(loc, np.pi) < 1e-3*abs(kern(sg, np.pi))
gam0 = brentq(lambda y: kern(sg, y), 0, np.pi)
ratio = {t: (gl(cou(g), t, .01, 5.)-gl(cou(0.), t, .01, 5.))/(-t*g/(2*rk**2)/np.sqrt(2*np.pi*t)) for t in (0.1, 0.05)}
assert abs(ratio[0.05]-1) < 0.03 and 0.4 < (ratio[0.05]-1)/(ratio[0.1]-1) < 0.6

def angular(N):   # finite-volume L^2 (off-diagonals < 0) and P0 on N equal cells in x
    h = 2/N; x = -1+h*(np.arange(N)+0.5); w = (1-(-1+h*np.arange(1, N))**2)/h**2
    d = np.zeros(N); d[:-1] += w; d[1:] += w
    return x, np.diag(d)-np.diag(w, 1)-np.diag(w, -1), np.ones((N, N))/N
def quotient(N, f):
    x, L, P = angular(N); v = f(x); return v@(L+g*P)@v/(v@v), v@P@v/(v@v)
q1, q2 = quotient(500, np.abs), quotient(1000, np.abs)
Eabs = Ep[0] + 0.5*rm2*(2*q2[0]-q1[0]-2)      # extrapolated: the kink costs O(cell width)
assert abs(q2[1]-0.75) < 1e-5 and abs(Eabs-(E2p+g/32)) < 1e-4
tilt = 0.8; gb = (3*g+2*tilt**2)/(3+tilt**2)
assert abs(quotient(1000, lambda x: 1+tilt*x)[0]-gb) < 1e-4
xq, wq = np.polynomial.legendre.leggauss(120)
B = np.array([np.sqrt(l+0.5)*eval_legendre(l, xq) for l in ls])
gt = np.linalg.eigvalsh(np.diag(ls*(ls+1.0)) + g*(B*wq/(1+tilt*xq))@B.T)[0]

# full (r, x) grid with the nonlocal matrix
h, N = 0.1, 24; rr = h*np.arange(1, 450); x, L, P = angular(N); n = len(rr)
T = sp.diags([1/h**2-1/rr, -0.5/h**2*np.ones(n-1), -0.5/h**2*np.ones(n-1)], [0, 1, -1])
cen = sp.diags(0.5/rr**2)
Hloc = (sp.kron(T, sp.identity(N)) + sp.kron(cen, sp.csr_matrix(L))).tocsr()
Vnl = lambda c: sp.kron(cen, sp.csr_matrix(c*P)).tocsr()
rng = np.random.default_rng(1)
def low(H, k=1, s=-0.6):
    E, v = eigsh(H.tocsc(), k=k, sigma=s, v0=rng.standard_normal(H.shape[0]))
    o = np.argsort(E); v = v[:, o[0]]; return E[o], v
def one_sign(v):
    v = v*np.sign(v[np.argmax(abs(v))]); return v.min() > -1e-9*v.max()
def split(M, psi):   # sign-violating elements moved to the diagonal
    M = M.tocoo(); i, j, d = M.row, M.col, M.data
    bad = (i != j) & (psi[i]*d*psi[j] > 0)
    out = (sp.coo_matrix((d[~bad], (i[~bad], j[~bad])), shape=M.shape)
           + sp.diags(np.bincount(i[bad], d[bad]*psi[j[bad]]/psi[i[bad]], M.shape[0]))).tocsr()
    f = psi*rng.standard_normal(len(psi))
    sq = 0.5*np.sum((d*psi[i]*psi[j]*(f[i]/psi[i]-f[j]/psi[j])**2)[bad])
    assert abs(f@(out@f)-f@(M@f)-sq) < 1e-9*(abs(f@(M@f))+sq)
    return out
V = Vnl(g); E, v = low(Hloc+V, 2); vm = v.reshape(n, N)
assert np.allclose(E, [E2p, level(g)], atol=3e-4) and not one_sign(v)
assert np.abs(vm+vm[:, ::-1]).max() < 1e-7*np.abs(vm).max()
E05, v05 = low(Hloc+Vnl(0.5)); assert one_sign(v05) and abs(E05[0]-level(0.5)) < 3e-3
assert one_sign(low(Hloc+Vnl(-0.2), s=-1.5)[1])
def dmc(f):
    psi = np.outer(np.exp(-rr/3), f).ravel(); K = split(Hloc, psi)
    Et, vt = low(K+split(V, psi)); assert one_sign(vt*np.sign(psi)) and Et[0] > E[0]-1e-9
    return Et[0], psi, K
la = lambda psi, K: low(K+sp.diags(V@psi/psi))[0][0]
Es, ps, K = dmc(1+0*x); assert abs(Es-level(g)) < 3e-4 and abs(la(ps, K)-Es) < 1e-8
Et, ps, K = dmc(1+tilt*x); assert abs(Et-level(gt)) < 5e-4 and abs(la(ps, K)-Et) < 1e-8
assert E2p < level(gt) < level(gb) < level(g)
Ex, ps, K = dmc(x); assert abs(Ex-E[0]) < 1e-8 and abs(la(ps, K)-E[0]) < 1e-8
Vt = split(V, ps); formula = np.outer(g/(2*rr**2), 1/(4*abs(x))).ravel()
assert np.allclose(Vt.diagonal(), formula) and np.allclose(Vt.diagonal()-Vt@ps/ps, formula)
Ed = dmc(x+0.25)[0]; assert Ed > E[0]+1e-4

print(f"a0 = {a0:.6e} m\nEh = {Eh:.6e} J\nhbar/Eh = {t0:.6e} s")
print(f"g = {g}, lambda = {lam(g):.4f}, crossing g = {gc:.3f} (dimensionless)")
print(f"g hbar^2/2m = {g*C.hbar**2/(2*C.m_e):.4e} J m^2")
show("E_1s (g=0)", level(0.)); show("E_2p", level(2.), True); show("E_s (g=15/4)", level(g), True)
show("E_s - E_2p", level(g)-level(2.), True)
print(f"g = 0.5: lambda = {lam(0.5):.4f}"); show("E_s (g=1/2)", level(0.5))
show("(r,x) grid lowest (p)", E[0]); show("(r,x) grid second (s)", E[1])
for R in wall: show(f"hard wall R = {R} a0 = {R*a0:.4e} m: E_s", wall[R])
show("critical V0 at R = 3 a0", Vc, True)
print(f"kappa at critical V0 = {np.sqrt(2*Vc+0.25)/a0:.4e} 1/m, outer u'/u = {(1/3+1-0.5)/a0:.4e} 1/m")
print(f"kernel: r = r' = {rk*a0:.4e} m, t = {tk*t0:.4e} s"); show("dV(2 a0)", g/(2*rk**2))
print(f"G0(0 deg) = {kern(loc,0)/a0**3:.3e} m^-3, G(0 deg) = {kern(sg,0)/a0**3:.3e} m^-3")
print(f"G0(180 deg) = {kern(loc,np.pi)/a0**3:.0e} m^-3 (one figure)")
print(f"G(180 deg), g=15/4: {kern(sg,np.pi)/a0**3:.3e} m^-3; g=1/2: {kern(sw,np.pi)/a0**3:.3e} m^-3")
print(f"G changes sign at angle {gam0:.3f} rad")
for t in ratio: print(f"t = {t*t0:.4e} s: (G-G0)/short-time formula = {ratio[t]:.4f}")
print(f"s weight of |Y10| = {q2[1]:.4f}, <r^-2>_2p = {rm2/a0**2:.4e} m^-2")
show("E[|2p|] - E_2p", Eabs-Ep[0]); show("E[|2p|]", E2p+g/32, True)
show("T-moves, spherical trial (grid)", Es); show("T-moves, trial x (grid)", Ex)
print(f"tilt a = {tilt}: bound g_eff = {gb:.4f} (lambda {lam(gb):.4f}), eigenvalue = {gt:.4f} (lambda {lam(gt):.4f})")
show("tilted trial, bound", level(gb)); show("tilted trial, energy", level(gt), True)
show("tilted trial (grid)", Et); show("T-moves, node at x = -0.25 (grid)", Ed)
show("T-move local term at 2 a0, x = 1", g/(2*rk**2)/4)
print(f"jump rate at 2 a0, x = 1: {g/(2*rk**2)/4/t0:.4e} 1/s")
print("every check passed")
```

Running it gives:

```
a0 = 5.291772e-11 m
Eh = 4.359745e-18 J
hbar/Eh = 2.418884e-17 s
g = 3.75, lambda = 1.5000, crossing g = 2.000 (dimensionless)
g hbar^2/2m = 2.2891e-38 J m^2
E_1s (g=0) = -2.1799e-18 J
E_2p = -5.4497e-19 J = -3.4014 eV
E_s (g=15/4) = -3.4878e-19 J = -2.1769 eV
E_s - E_2p = 1.9619e-19 J = 1.2245 eV
g = 0.5: lambda = 0.3660
E_s (g=1/2) = -1.1682e-18 J
(r,x) grid lowest (p) = -5.4508e-19 J
(r,x) grid second (s) = -3.4880e-19 J
hard wall R = 1.5 a0 = 7.9377e-11 m: E_s = -6.3916e-19 J
hard wall R = 2.0 a0 = 1.0584e-10 m: E_s = -5.4497e-19 J
hard wall R = 3.0 a0 = 1.5875e-10 m: E_s = -4.2820e-19 J
critical V0 at R = 3 a0 = 3.0029e-18 J = 18.7429 eV
kappa at critical V0 = 2.4108e+10 1/m, outer u'/u = 1.5748e+10 1/m
kernel: r = r' = 1.0584e-10 m, t = 1.2094e-17 s
dV(2 a0) = 2.0436e-18 J
G0(0 deg) = 1.557e+30 m^-3, G(0 deg) = 1.535e+30 m^-3
G0(180 deg) = 3e+23 m^-3 (one figure)
G(180 deg), g=15/4: -2.174e+28 m^-3; g=1/2: -3.243e+27 m^-3
G changes sign at angle 1.090 rad
t = 2.4189e-18 s: (G-G0)/short-time formula = 1.0402
t = 1.2094e-18 s: (G-G0)/short-time formula = 1.0200
s weight of |Y10| = 0.7500, <r^-2>_2p = 2.9759e+19 m^-2
E[|2p|] - E_2p = 5.1091e-19 J
E[|2p|] = -3.4061e-20 J = -0.2126 eV
T-moves, spherical trial (grid) = -3.4880e-19 J
T-moves, trial x (grid) = -5.4508e-19 J
tilt a = 0.8: bound g_eff = 3.4423 (lambda 1.4215), eigenvalue = 3.3592 (lambda 1.3998)
tilted trial, bound = -3.7175e-19 J
tilted trial, energy = -3.7852e-19 J = -2.3625 eV
tilted trial (grid) = -3.7851e-19 J
T-moves, node at x = -0.25 (grid) = -5.1555e-19 J
T-move local term at 2 a0, x = 1 = 5.1091e-19 J
jump rate at 2 a0, x = 1: 4.8447e+15 1/s
every check passed
```
